# The proper piezoelectric tensor: two derivations and a worked example, part 1

(Sections cited here and not found follow in the later parts.)

The piezoelectric constants of an insulator can be calculated as follows. The cell is strained by a small amount in each direction, the electronic ground state is found again, and a Berry-phase routine is run on each strained cell. One must then decide what to differentiate. The routine delivers three phases $\phi_\alpha$, one for each lattice direction, and from them a Cartesian vector $\mathbf P$ in C/m². Differentiating $\mathbf P$ looks like the definition of a piezoelectric constant. It gives numbers that change when another branch of the multivalued polarization is chosen, that can be nonzero in a centrosymmetric crystal such as the rocksalt model below, and that respond to a rigid rotation of the crystal. In the polar model worked below, at clamped ions and for a stretch in the plane of $(001)$ electrodes, it predicts about a hundred times the charge that flows between them on the two branches tabulated, with opposite signs. The size of that factor depends on the branch as well as on the model, and for a stretch along the electrode normal there is no error. Differentiating the phases, and converting to Cartesian axes with the lattice vectors of the unstrained cell, gives the measured quantity.

In formulas, with $e^{\rm imp}_{ijk}=\partial P_i/\partial\varepsilon_{jk}$ the improper tensor, the measured or proper tensor is

$$e_{ijk}=e^{\rm imp}_{ijk}+\delta_{jk}P_i-\delta_{ij}P_k=\frac{e}{2\pi\Omega}\sum_\alpha a_{\alpha i}\,\frac{\partial\phi_\alpha}{\partial\varepsilon_{jk}} .\tag{1}$$

The letter $e$ without indices is the elementary charge, positive. Two qualifications belong to the statement. The phase $\phi_\alpha$ is the total phase, ionic plus electronic. The placing of the indices in $\delta_{ij}P_k$ is tied to the convention for $\varepsilon_{jk}$ given next.

## Geometry of the deformation

The lattice vectors are $\mathbf a_\alpha$, $\alpha=1,2,3$, with Cartesian components $a_{\alpha i}$ and cell volume $\Omega=\mathbf a_1\cdot(\mathbf a_2\times\mathbf a_3)>0$. The reciprocal vectors obey $\mathbf b_\alpha\cdot\mathbf a_\beta=2\pi\delta_{\alpha\beta}$. A point has lattice coordinates $s_\alpha$ defined by $\mathbf r=\sum_\alpha s_\alpha\mathbf a_\alpha$, so $s_\alpha=\mathbf b_\alpha\cdot\mathbf r/2\pi$. The cell face spanned by the two vectors other than $\mathbf a_\alpha$ has area vector $\mathbf A_1=\mathbf a_2\times\mathbf a_3$ and cyclic. Since $\mathbf A_\alpha\cdot\mathbf a_\beta=\Omega\delta_{\alpha\beta}$, any vector $\mathbf X=\sum_\beta x_\beta\mathbf a_\beta$ has $\mathbf A_\alpha\cdot\mathbf X=\Omega x_\alpha$, and therefore

$$\mathbf X=\frac1\Omega\sum_\alpha\mathbf a_\alpha\,(\mathbf A_\alpha\cdot\mathbf X).\tag{2}$$

A homogeneous deformation carries a material point according to $r_j\to r_j+\varepsilon_{jk}r_k$, with repeated Cartesian indices summed. The matrix $\varepsilon$ is not symmetrised: its symmetric part is the strain and its antisymmetric part an infinitesimal rotation. The first index is the direction of displacement. All derivatives are taken at $\varepsilon=0$. With the opposite convention, $r_k\to r_k+\varepsilon_{jk}r_j$, the last term of (1) would read $\delta_{ik}P_j$.

A lattice vector is a difference of material points, so $da_{\alpha i}=d\varepsilon_{ik}a_{\alpha k}$, or

$$\frac{\partial a_{\alpha i}}{\partial\varepsilon_{jk}}=\delta_{ij}a_{\alpha k}.\tag{3}$$

The volume is multiplied by $\det(1+d\varepsilon)$. In the expansion of the determinant every term other than the product of diagonal elements contains at least two off-diagonal elements and is of second order, so $\det(1+d\varepsilon)=1+\operatorname{tr}d\varepsilon$ and

$$\frac{\partial\Omega}{\partial\varepsilon_{jk}}=\Omega\,\delta_{jk}.\tag{4}$$

An area vector does not transform like a lattice vector. Let $\mathbf A$ be the area vector of a material parallelogram and $\mathbf c$ any material vector. Then $\mathbf A\cdot\mathbf c$ is a material volume and obeys (4): $dA_k\,c_k+A_j\,d\varepsilon_{jk}c_k=\operatorname{tr}(d\varepsilon)\,A_kc_k$. This holds for every $\mathbf c$, so

$$dA_k=A_k\operatorname{tr}d\varepsilon-A_j\,d\varepsilon_{jk}.\tag{5}$$

## Polarization in lattice coordinates

The crystal is an insulator described by independent electrons in a periodic self-consistent potential, which means zero macroscopic electric field. The cell is neutral. Ions $s$ have charge $Z_se$ and lattice coordinates $s_{s\alpha}$. Wavevectors are written $\mathbf k=\sum_\alpha\kappa_\alpha\mathbf b_\alpha$, so that $\mathbf k\cdot\mathbf r=2\pi\sum_\alpha\kappa_\alpha s_\alpha$ and the Brillouin zone is the unit cube in $\kappa$. The occupied Bloch functions are $\psi_{n\kappa}=e^{2\pi i\kappa\cdot s}u_{n\kappa}$, with $u$ normalised in one cell and $n$ counting spin as well. They are chosen smooth in $\kappa$ and periodic, $\psi_{n,\kappa+\hat\alpha}=\psi_{n\kappa}$, where $\hat\alpha$ is a unit step in $\kappa_\alpha$. Mixing of occupied bands is allowed in this choice. It is possible when the Chern numbers of the occupied manifold vanish, and that is assumed.

The Wannier function of the home cell is $w_n=\int d^3\kappa\,e^{2\pi i\kappa\cdot s}u_{n\kappa}$. To find its centre, write $s_\alpha e^{2\pi i\kappa\cdot s}=(2\pi i)^{-1}\partial_{\kappa_\alpha}e^{2\pi i\kappa\cdot s}$ and integrate by parts. The boundary term is the difference of $\psi$ at the two ends of the zone, which is zero, and $-1/(2\pi i)=i/2\pi$:

$$s_\alpha w_n=\frac{i}{2\pi}\int d^3\kappa\;e^{2\pi i\kappa\cdot s}\,\partial_{\kappa_\alpha}u_{n\kappa}.$$

The derivative $\partial_{\kappa_\alpha}u$ is cell periodic. The overlap over all space of two Bloch-type functions splits into a cell integral times $\sum_{\mathbf m}e^{2\pi i(\kappa-\kappa')\cdot\mathbf m}=\delta^3(\kappa-\kappa')$, the sum running over integer triples. This gives $\langle w_n|w_n\rangle=1$ and

$$\langle w_n|s_\alpha|w_n\rangle=\frac{\gamma_{n\alpha}}{2\pi},\qquad \gamma_{n\alpha}=\int d^3\kappa\; i\langle u_{n\kappa}|\partial_{\kappa_\alpha}u_{n\kappa}\rangle .\tag{6}$$

The electron density is the sum of $|w_n|^2$ over $n$ and over all lattice translations, because the Wannier functions are a unitary transform of the occupied Bloch functions. The charge density of the crystal is thus a lattice sum of neutral, localized units $\rho_{\rm cell}$, each made of the ions and Wannier functions assigned to one cell. The formal polarization is the dipole of the unit per volume:

$$\mathbf P=\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha\mathbf a_\alpha,\qquad \phi_\alpha=2\pi\sum_sZ_ss_{s\alpha}-\sum_n\gamma_{n\alpha}.\tag{7}$$

A shift of origin adds the same constant to every coordinate and leaves $\phi_\alpha$ unchanged because the unit is neutral.

The assignment to cells is not unique. Moving an ion to another cell changes $\phi_\alpha$ by $2\pi Z_s$ times an integer. A change of gauge $u_n\to\sum_mu_mU_{mn}(\kappa)$ with $U$ unitary, smooth and periodic adds to $\sum_n\gamma_{n\alpha}$ the term $\int d^3\kappa\,i\operatorname{tr}(U^\dagger\partial_{\kappa_\alpha}U)$. With $\det U=e^{-i\beta}$ one has $\operatorname{tr}(U^\dagger\partial U)=\partial\ln\det U=-i\,\partial\beta$, so the added term is $\int d^3\kappa\,\partial_{\kappa_\alpha}\beta$. Periodicity of $\det U$ makes the change of $\beta$ across the zone $2\pi$ times an integer, and continuity makes that integer the same for all transverse $\kappa$. Hence $\phi_\alpha$ is defined up to $2\pi n_\alpha$, and $\mathbf P$ up to $e\mathbf R/\Omega$ with $\mathbf R=\sum n_\alpha\mathbf a_\alpha$. Each choice of the $n_\alpha$ is a branch. The symbol $e^{\rm imp}_{ijk}$ means the derivative of $\mathbf P$ followed continuously along one branch.

## First derivation: the charge on a face

A piezoelectric constant is measured by placing electrodes on two opposite faces, joining them by a wire, deforming the crystal slowly and counting the charge that passes. The electrodes are carried along with the faces. No charge is exchanged between crystal and electrode, and the surfaces, like the bulk, stay insulating.

Take a slab whose faces are parallel to the lattice planes with area vector $\mathbf A_\alpha=|\mathbf A_\alpha|\hat{\mathbf n}$ per surface cell. The spacing of these planes is $d=\hat{\mathbf n}\cdot\mathbf a_\alpha=\Omega/|\mathbf A_\alpha|$. Let $x=\hat{\mathbf n}\cdot\mathbf r$ and let $\rho(x)$ be the charge per unit $x$ in a column whose cross-section is one surface cell. In the interior $\rho(x)$ oscillates with period $d$, so the charge above a plane depends on where the plane is put. The macroscopic charge is obtained by averaging over a period, $\bar\rho(y)=d^{-1}\int_y^{y+d}\rho\,dx$, which vanishes in the neutral interior. The macroscopic charge of the upper surface is $Q_\alpha=\int_{x_0}^\infty\bar\rho\,dy$ for any $x_0$ in the interior. Exchanging the order of integration, a point $x$ is counted for all $y\ge x_0$ with $x-d\le y\le x$, so

$$Q_\alpha=\int\rho(x)\,W(x)\,dx,$$

where the ramp $W$ is $0$ below $x_0$, equal to $(x-x_0)/d$ between $x_0$ and $x_0+d$, and $1$ above. Gauss's law holds for averaged quantities because it is linear. With shorted electrodes the averaged field vanishes in the interior of a thick slab and inside the metal, so the upper electrode holds $-Q_\alpha$ per surface cell. When $Q_\alpha$ grows by $dQ_\alpha$, a charge $dQ_\alpha$ leaves the upper electrode through the wire.

The occupied states of an insulating slab are taken to be spanned by localized orthonormal orbitals that coincide with bulk Wannier functions in the interior. Then the column consists of complete bulk units at heights $md$, together with left-over ions and surface orbitals near the top, where $W=1$. Because the surface bands are either full or empty, the left-over charge per surface cell is $Ne$ with $N$ an integer. For the units, let $\rho_{\rm cell}(x)$ be the charge of one unit per unit height. Neutrality allows $W(md)$ to be subtracted in each term, and it makes every unit far from the ramp contribute zero, so the sum may be extended over all $m$:

$$Q_\alpha-Ne=\int dx\,\rho_{\rm cell}(x)\sum_m\big[W(x+md)-W(md)\big]=\int dx\,\rho_{\rm cell}(x)\int_0^xdx'\sum_mW'(x'+md).$$

The slope $W'$ is $1/d$ on an interval of length $d$, and exactly one point of the sequence $x'+md$ lies in that interval, so the last sum is $1/d$. The result is the normal dipole of the unit divided by $d$, that is $\hat{\mathbf n}\cdot\mathbf P\,\Omega/d$:

$$Q_\alpha=\mathbf P\cdot\mathbf A_\alpha+Ne=\frac{e\,\phi_\alpha}{2\pi}+Ne .\tag{8}$$

The second form follows from (7) and $\mathbf A_\alpha\cdot\mathbf a_\beta=\Omega\delta_{\alpha\beta}$. This is the surface theorem. The Berry phase in lattice coordinates is the charge per surface cell in units of $e/2\pi$, and the branch ambiguity is the freedom to terminate the crystal in different ways.

Now deform. The number of surface cells under the electrode is fixed because the electrode follows the material. The integer $N$ cannot change continuously, and it cannot jump while the surface gap stays open. The proper tensor is defined by the measured charge per surface cell, referred to the undeformed area vector,

$$dQ_\alpha=A_{\alpha i}\,e_{ijk}\,d\varepsilon_{jk}.\tag{9}$$

Differentiate the first form of (8) and use (5):

$$dQ_\alpha=A_i\,dP_i+P_k\,dA_k=A_i\,dP_i+A_iP_i\operatorname{tr}d\varepsilon-A_i\,d\varepsilon_{ik}P_k ,$$

where the dummy index $j$ of (5) has been renamed $i$ and the label $\alpha$ on $\mathbf A$ is understood. Writing $dP_i=e^{\rm imp}_{ijk}d\varepsilon_{jk}$, $\operatorname{tr}d\varepsilon=\delta_{jk}d\varepsilon_{jk}$ and $d\varepsilon_{ik}=\delta_{ij}d\varepsilon_{jk}$ gives

$$dQ_\alpha=A_{\alpha i}\big[e^{\rm imp}_{ijk}+\delta_{jk}P_i-\delta_{ij}P_k\big]d\varepsilon_{jk}.$$

The three $\mathbf A_\alpha$ are linearly independent, so comparison with (9) yields the first equality of (1). The term $\delta_{jk}P_i$ and the term $-\delta_{ij}P_k$ together are the change of the area vector of the face: if the phases stay fixed, a face that is stretched holds the same bound charge on a larger area, the normal component of $\mathbf P$ falls in magnitude, and no current flows in the wire.

Differentiating the second form of (8) gives $A_{\alpha i}e_{ijk}=(e/2\pi)\,\partial\phi_\alpha/\partial\varepsilon_{jk}$. For fixed $j,k$ the numbers $e_{ijk}$ are the components of a vector, and (2) reconstructs it from its projections on the $\mathbf A_\alpha$. This is the second equality of (1). Branch independence is already contained in the argument: two branches differ in how $Q_\alpha$ is divided between $\mathbf P\cdot\mathbf A_\alpha$ and the constant $Ne$, and $dQ_\alpha$ is unaffected.

Nothing in (8) requires small strain. For a finite deformation along an insulating path the charge per surface cell is $e\,\Delta\phi_\alpha/2\pi$ exactly.

## Second derivation: the current through moving lattice planes

The second road stays in the bulk. It computes, from the time-dependent Schrödinger equation, the charge that crosses lattice planes carried along by the deformation.

**Flux and mean velocity.** A particle that changes its coordinate $s_\alpha$ by $ds_\alpha$ crosses the fraction $ds_\alpha$ of all planes $s_\alpha=\text{const}$ within one period. The charge crossing a cell face per unit time, averaged over the position of the face within a period, is therefore $\dot Q_\alpha=\sum q\,\dot s_\alpha$, summed over the particles of one cell. The average over planes is needed because the flux through a single plane also includes local rearrangement of charge inside the cell. The proper current density $\mathbf J$ is defined by $\mathbf A_\alpha\cdot\mathbf J=\dot Q_\alpha$, and the proper tensor by $J_i=e_{ijk}\dot\varepsilon_{jk}$. The ions contribute $e\sum_sZ_s\dot s_{s\alpha}$.

The charge on a slab face has given both equalities of (1), and the second derivation has defined the proper current through moving lattice planes. It remains to compute that current from the Schrödinger equation, to compare the two derivations, and to treat symmetry, relaxed ions and the worked example.
